# Precursor pressure and the chemical potential of an ideal gas

A precursor vapour stands over a surface in a deposition reactor. Whether molecules tend to move from the gas to the surface depends on the chemical potential $\mu$ of the gas, the free energy gained by the gas when one molecule is added to it. This problem derives $\mu$ from the quantum states of a molecule in a box and asks how it responds to pressure.

The gas has one molecular species of mass $m$ at temperature $T$, and $p$ is its partial pressure. The molecules do not interact, associate or decompose. Energies are counted from a molecule at rest in its lowest internal state, and $\mu$ is given per molecule. For numbers, take a model precursor of mass 100 u without internal structure, at 500 K, where $kT=0.04309$ eV. The box is a cube of edge $L=10$ µm and volume $V=L^3$.

## (a) What is the translational partition function of one molecule?

**Solution.** Along one edge the wavefunction must vanish at both walls, so a whole number $n$ of half wavelengths fits into $L$. The de Broglie wavelength is $2L/n$, the momentum is $hn/2L$, and the kinetic energy is $h^2n^2/(8mL^2)$. For three directions,

$$E=\frac{h^2}{8mL^2}\left(n_x^2+n_y^2+n_z^2\right),\qquad n_x,n_y,n_z=1,2,3,\dots$$

The energy is a sum of three independent terms, so the Boltzmann factor is a product and the sum over states factorises: $q_{\rm tr}=q_1^3$. Define the thermal wavelength

$$\Lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Then $h^2/(mkT)=2\pi\Lambda^2$, and dividing by $8L^2$ gives

$$q_1=\sum_{n=1}^{\infty}e^{-\alpha n^2},\qquad \alpha=\frac{h^2}{8mL^2kT}=\frac{\pi\Lambda^2}{4L^2}.$$

If $L\gg\Lambda$, then $\alpha\ll1$ and the terms change very little from one $n$ to the next. The sum can be replaced by an integral:

$$\int_0^\infty e^{-\alpha n^2}dn=\frac12\sqrt{\frac{\pi}{\alpha}}=\frac12\cdot\frac{2L}{\Lambda}=\frac{L}{\Lambda}.$$

The trapezoidal rule shows what this replacement neglects. It approximates the integral by half the term at $n=0$, which is $1/2$, plus all terms from $n=1$ onward. Hence $q_1\approx L/\Lambda-1/2$.

For the model precursor $\Lambda=7.808$ pm, and $L/\Lambda=1280811.14$. Adding the terms of the sum numerically gives $1280810.64$, lower by the expected one half. Relative to $q_1$ this is about $4\times10^{-7}$, and three times that, $1.2\times10^{-6}$, relative to $q_1^3$, so it can be dropped:

$$q_{\rm tr}=\frac{V}{\Lambda^3}.$$

## (b) What does it cost to add one molecule at fixed $T$ and $V$?

**Solution.** A molecule also rotates and vibrates. In free flight these motions are independent of where its centre of mass is, so the energies add and the partition functions multiply:

$$q=q_{\rm tr}\,q_{\rm int}(T).$$

The internal factor $q_{\rm int}$ does not depend on $V$.

For $N$ molecules, the product $q^N$ treats them as labelled. They are identical, and a set of $N$ different one-molecule states has been counted once for each of the $N!$ ways of distributing the labels. Dividing by $N!$ corrects this, provided that two molecules are rarely in the same state. The mean number in a translational state of energy $E$ is $Ne^{-E/kT}/q_{\rm tr}$, which is below $N/q_{\rm tr}=N\Lambda^3/V$. The condition is therefore $N\Lambda^3/V\ll1$. With $N=144860$ molecules in the box this ratio is $6.9\times10^{-14}$.

The partition function and the Helmholtz free energy are then

$$Q=\frac{q^N}{N!},\qquad F(N)=-kT\ln Q=-kT\left[N\ln q-\ln N!\right].$$

Now subtract $F(N)$ from $F(N+1)$. The terms in $\ln q$ leave one $\ln q$, and $\ln (N+1)!-\ln N!=\ln(N+1)$:

$$\mu=F(N+1)-F(N)=-kT\left[\ln q-\ln(N+1)\right].$$

Since $\ln(N+1)\approx\ln N+1/N$, replacing $N+1$ by $N$ changes $\mu$ by about $kT/N$, which is negligible for large $N$. Inserting $q=Vq_{\rm int}/\Lambda^3$ gives

$$\mu=-kT\ln\frac{q}{N}=kT\ln\frac{N\Lambda^3}{V}-kT\ln q_{\rm int}(T).$$

## (c) How is $\mu$ expressed through the pressure, and what is its sign?

**Solution.** The volume enters $F$ through $-NkT\ln V$ alone, so

$$p=-\left(\frac{\partial F}{\partial V}\right)_{T,N}=\frac{NkT}{V}.$$

The energy levels give the same pressure mechanically. Each level scales as $L^{-2}=V^{-2/3}$, so a molecule in it pushes on the walls with pressure $-dE/dV=2E/(3V)$. The thermal mean follows from $q_{\rm tr}\propto T^{3/2}$:

$$\langle E\rangle=kT^2\,\frac{d\ln q_{\rm tr}}{dT}=kT^2\cdot\frac{3}{2T}=\frac32kT.$$

Thus $N$ molecules exert $p=2N\langle E\rangle/(3V)=NkT/V$.

Replacing $N/V$ by $p/kT$ in the result of (b) gives

$$\boxed{\mu(T,p)=kT\ln\frac{p\Lambda^3}{kT}-kT\ln q_{\rm int}(T)}$$

The argument of the first logarithm is dimensionless: $kT/p$ is the volume available per molecule, and $\Lambda^3$ is the thermal quantum volume. In a dilute gas the ratio is far below one, its logarithm is negative, and so is the translational part of $\mu$. The internal part cannot make $\mu$ positive: with the chosen energy zero the lowest internal state contributes one to $q_{\rm int}$, so $q_{\rm int}\ge1$ and $-kT\ln q_{\rm int}\le0$.

For the model precursor $q_{\rm int}=1$. At 1 Pa, $p\Lambda^3/kT=6.894\times10^{-14}$, whose logarithm is $-30.31$. Therefore

$$\mu=0.04309\ \text{eV}\times(-30.31)=-1.306\ \text{eV}.$$

This value belongs to the structureless model. For a real polyatomic precursor at 500 K, rotation and vibration typically lower $\mu$ by a further several tenths of an eV.

The box contains $N=144860$ molecules at this pressure. Adding one more in the formula of (b), with the numerically summed $q_1$, also gives $-1.306$ eV.

## (d) The pressure is raised tenfold at constant temperature. By how much does $\mu$ change?

**Solution.** Write the formula at $p_1$ and $p_2$ and subtract. At equal $T$ both $\Lambda$ and $q_{\rm int}$ are the same, so they cancel:

$$\mu(T,p_2)-\mu(T,p_1)=kT\ln\frac{p_2\Lambda^3}{kT}-kT\ln\frac{p_1\Lambda^3}{kT}=kT\ln\frac{p_2}{p_1}.$$

For $p_2=10p_1$,

$$\boxed{\Delta\mu=kT\ln10}$$

At 500 K this is $0.04309\ \text{eV}\times2.3026=0.0992$ eV, or 9.57 kJ/mol. At 300 K it is 0.0595 eV. The mass and internal structure affect the value of $\mu$, but not this difference.

| $p$ (Pa) | $\mu$ at 500 K (eV) |
|---|---|
| 0.1 | −1.4050 |
| 1 | −1.3058 |
| 10 | −1.2066 |
| 100 | −1.1073 |

The chemical potential rises by becoming less negative. Equal pressure ratios give equal steps, so going from 0.1 to 1 Pa has the same effect on $\mu$ as going from 10 to 100 Pa.

Thermodynamics gives the step without a partition function. The Gibbs energy of a pure gas is $G=N\mu(T,p)$, and $(\partial G/\partial p)_{T,N}=V$. Hence $(\partial\mu/\partial p)_T=V/N=kT/p$, and

$$\Delta\mu=\int_{p_1}^{10p_1}\frac{kT}{p}\,dp=kT\ln10.$$

The increase comes from entropy. The enthalpy per molecule is its mean energy plus $pV/N=kT$, and for an ideal gas both depend on temperature alone. Since $\mu$ is enthalpy minus $T$ times entropy, per molecule, the entropy per molecule must fall by $k\ln10$. Each molecule has one tenth of the former volume available to it.

## (e) Does $\mu$ also rise if the pressure is raised by heating a closed vessel?

**Solution.** Here $N/V$ is fixed and $T$ changes, so the cancellation in (d) no longer applies. The translational part is $\mu_{\rm tr}=kT\ln(N\Lambda^3/V)$. Because $\Lambda^3\propto T^{-3/2}$, the derivative of the logarithm is $-3/(2T)$, and the product rule gives

$$\left(\frac{\partial\mu_{\rm tr}}{\partial T}\right)_{N/V}=k\left[\ln\frac{N\Lambda^3}{V}-\frac32\right].$$

For a dilute gas both terms in the bracket are negative. Heating lowers $\mu_{\rm tr}$ although it raises $p$.

Start at 500 K and 10 Pa, where $N\Lambda^3/V=6.894\times10^{-13}$, and heat to 600 K. The pressure becomes $10\ \text{Pa}\times600/500=12$ Pa. The thermal energy becomes $kT=0.04309\ \text{eV}\times1.2=0.0517$ eV, and $N\Lambda^3/V$ is multiplied by $(500/600)^{3/2}=0.761$, which gives $5.24\times10^{-13}$. Its logarithm is $-28.28$, so $\mu=-1.462$ eV, compared with $-1.207$ eV before heating. The change is $-0.255$ eV.

Internal motion does not reverse this. With internal energies counted from the lowest level, no Boltzmann factor in $q_{\rm int}$ decreases on heating, and $\ln q_{\rm int}\ge0$. Both factors in $kT\ln q_{\rm int}$ are non-negative and neither falls, so $-kT\ln q_{\rm int}$ cannot rise. The rule in (d) therefore compares two pressures at one temperature.

## (f) What happens when the gas is no longer dilute?

**Solution.** Two assumptions can fail: the counting by $N!$, and the absence of interactions.

To examine the counting alone, take an ideal gas of spin-zero bosons without internal structure, and let $z=e^{\mu/kT}$. A state of energy $E$ may hold any number of bosons. Its grand partition function is the geometric series $1+ze^{-E/kT}+\dots=1/(1-ze^{-E/kT})$. Using $pV=kT\ln\Xi$, where $\Xi$ is the product over all states, and expanding the logarithm for $z<1$,

$$\frac{pV}{kT}=-\sum_{\rm states}\ln\left(1-ze^{-E/kT}\right)=\sum_{j=1}^\infty\frac{z^j}{j}\sum_{\rm states}e^{-jE/kT}.$$

The inner sum is $q_{\rm tr}$ at temperature $T/j$. There $\Lambda$ is larger by $\sqrt j$, so the sum equals $V/(j^{3/2}\Lambda^3)$. Therefore

$$x\equiv\frac{p\Lambda^3}{kT}=\sum_{j=1}^\infty\frac{z^j}{j^{5/2}}=z+\frac{z^2}{2^{5/2}}+\dots$$

For small $x$, inversion gives $z\approx x-x^2/2^{5/2}$, and hence $\mu/kT=\ln z\approx\ln x-x/2^{5/2}$. The first term is the result of (c). On going from $x$ to $10x$ the second term changes by $-9x/2^{5/2}$, so to this order

$$\frac{\Delta\mu}{kT}\approx\ln10-\frac{9x}{2^{5/2}}.$$

For the precursor going from 10 to 100 Pa, $x=6.894\times10^{-13}$ and the correction is about $10^{-12}$. For a step from $x=0.1$ to $x=1$, solving the series numerically for $z$ at both ends gives $\Delta\mu=2.119\,kT$ instead of $2.303\,kT$, a shortfall of 8% relative to $kT\ln10$.

A real precursor would not reach that regime as an ideal gas. At $x=1$ the volume per molecule would be no larger than about $\Lambda^3$, a cube of edge 8 pm, which is smaller than an atom. Interactions matter at far lower density. In a pure vapour their first effect is to change the volume per molecule to $kT/p+B(T)$, where $B$ is the second virial coefficient per molecule. Integrating this volume over pressure as in (d) gives

$$\Delta\mu\approx kT\ln10+9Bp_1 .$$

When attraction dominates, $B$ is negative and the step is smaller than in the ideal gas. This form holds for the pure vapour only. In a carrier gas the precursor–carrier and carrier–carrier coefficients $B_{12}$ and $B_{22}$ enter as well. For a precursor dilute in the carrier at fixed total pressure, with $B_{11}=B$, the correction becomes $18(B_{11}-2B_{12}+B_{22})p_1$.

## (g) What does a tenfold pressure do to the equilibrium coverage of a surface?

**Solution.** Consider independent sites, each empty or holding one intact molecule. Let $f$ be the free energy of an occupied site relative to an empty one, on the same energy zero as $\mu$. Molecules pass reversibly between the gas and the sites. An empty site has statistical weight 1, and an occupied one has weight $e^{-(f-\mu)/kT}$, because filling it takes one molecule from the gas. The coverage $\theta$ is the probability of occupation, so

$$\frac{\theta}{1-\theta}=e^{(\mu-f)/kT}.$$

Raising $\mu$ by $kT\ln10$ multiplies the right-hand side by $e^{\ln10}=10$. The odds of occupation rise tenfold, not the coverage itself, which cannot exceed one.

Take $f=-1.20$ eV at 500 K. At 10 Pa the exponent is $(-1.20655+1.20)/0.04309=-0.152$, the odds are $0.859$, and

$$\theta=\frac{0.859}{1+0.859}=0.462.$$

The coverages below come from a separate count. A fixed number of molecules is shared between the 10 µm box and 100 sites, and every possible number of occupied sites is weighted by its partition function.

| $p$ (Pa) | $\theta$ |
|---|---|
| 0.1 | 0.0085 |
| 1 | 0.0791 |
| 10 | 0.4621 |
| 100 | 0.8957 |

On the nearly empty surface, $1-\theta$ is close to one and the coverage follows the odds: it grows by a factor of about 9.3 in the first step. In the last step it grows by a factor of only 1.9: at 10 Pa the coverage is already 0.462, so even filling every site would raise it by no more than a factor of 2.2. Half coverage requires $\mu=f$. From 10 Pa this needs a further 0.00655 eV, which corresponds to $p=10\ \text{Pa}\times e^{0.152}=11.6$ Pa.

This relation describes reversible adsorption. If the precursor reacts irreversibly with the surface, the coverage depends on reaction rates and exposure time for as long as reactive sites remain. In a self-limiting growth step the reaction stops when the available sites are used up, and longer exposure then adds nothing. The gas still has the chemical potential found in (c), but the surface is not in equilibrium with it.

Numerical values quoted here were computed with a short program.
